When a localised-charge correction fails for charged two-dimensional supercells

Q: I compute defects in monolayer channel materials. For every positively charged cell I add the usual correction: the energy of one isolated localised charge minus the energy of its periodic array. The cell has charge +1 whatever state the electron came from, so the correction should always apply.

A: The net charge doesn't fix the electrostatic energy; the distribution of the hole does. Let us start with what the calculation gives when an electron is removed.

Take a semilocal density functional, and measure electron energies from the average potential of the cell, set to zero in both charge states. Remove a fraction x of an electron from the highest occupied state ψ. The total energy changes at the rate

dE/dx = −ε(x),

where ε(x) is the energy of that state. The missing charge is xρ, with ρ = e|ψ|². To linear order it produces a screened potential xφ, which lowers the electron level by x∫ρφ:

ε(x) = ε(0) − x∫ρφ.

Integrating from x = 0 to x = 1 gives

E(N−1) − E(N) = −ε(0) + ½∫ρφ.

The last term is the electrostatic self-energy of the hole and its periodic images in the neutralising background. I leave out the short-range exchange–correlation response. For a trapped hole it is nearly the same in the cell and in an isolated layer; for a hole spread over the cell it fades as the cell grows. Functionals with exact exchange treat the self-energy differently and are not covered here.

Q: Then how does the shape of the hole enter?

A: Let the cell have in-plane area A and height Lz, and treat the hole as a charged sheet at the mid-plane of the layer. Its in-plane density is

σ(r) = (e/A) Σ_g f(g) exp(ig·r), with f(0) = 1.

Let w(g) be the potential at the sheet produced by a unit sheet-charge wave, including screening. Then each potential component is e w(g) f(g)/A. Multiplying by the charge component, integrating over A and halving gives

E_per = (e²/2A) Σ_g w(g)|f(g)|² = E0 + S.

E0 is the g = 0 term, the energy of a laterally uniform sheet in the background. S collects all g ≠ 0 terms. Here e² stands for e²/(4πε₀) = 1.440 eV nm.

A trapped hole has f(g) near 1 until g reaches the inverse of its radius, so S is large. A hole in a delocalised band state covers the cell evenly apart from an atomic-scale ripple, so f(g ≠ 0) ≈ 0 and S ≈ 0.

Q: What should each energy be in the dilute limit?

A: A trapped hole in an infinite layer keeps its finite self-energy

E_iso = (e²/2) ∫₀^∞ dk [k w_iso(k)/2π] |f(k)|².

This is the lattice sum with (1/A)Σ_g replaced by ∫d²k/(2π)². The raw cell has E0 + S in its place, so the correction is

C = E_iso − E_per = −E0 + R, where R = E_iso − S.

For a band hole spread over an area A′, f(k) is confined to k of order 1/√A′. The bracket in the integral does not exceed 1 for a layer with permittivities above 1, so the self-energy is at most of order e²/√A′ and tends to zero. The correct target is therefore zero, while the raw cell contains E0. Adding C gives

E0 + C = E0 − E0 + R = R.

The part −E0 was needed. The part R repairs a lateral energy that this hole never had, and it is the spurious energy.

Q: So the correction always makes a band hole worse?

A: In a bulk crystal, yes, within this description. A hole uniform in all three directions cancels the background everywhere, so the raw error is zero and all of C is spurious. For a point-like reference charge in a cubic cell of side L and permittivity ε, a reciprocal-space sum gives C = 1.419 e²/(εL). With L = 2 nm and ε = 10 that is 1.419 × 1.440/20 = 0.10 eV.

In a layer the claim needs a condition. The hole is uniform in the plane but confined in height, while the background also fills the vacuum. The raw error is E0, the error after correction is R, and the correction does harm if |R| > E0.

Q: Then I need both energies. Start with E0.

A: Let the layer have thickness d, in-plane permittivity ε∥ and out-of-plane permittivity ε⊥. The sheet density is σ = e/A. By symmetry half the flux leaves each side, so D(0⁺) = 2πσ. The background has volume density −σ/Lz, hence dD/dz = −4πσ/Lz and

D(z) = 2πσ(1 − 2z/Lz), 0 < z < Lz/2.

The field energy per cell, counting both halves, is

E0 = (A/8π) · 2 ∫₀^{Lz/2} D²/ε dz = (πe²/A) ∫₀^{Lz/2} (1 − 2z/Lz)²/ε dz.

The prefactor follows from (A/4π)(4π²σ²) = πAσ² = πe²/A. Put u = 1 − d/Lz, the value of the bracket at the layer surface. Integrating (1 − 2z/Lz)² from the surface to Lz/2 gives Lz u³/6, and from the mid-plane to the surface Lz(1 − u³)/6. With ε = 1 outside and ε⊥ inside,

E0 = (πe²/A)(Lz/6)[u³ + (1 − u³)/ε⊥].

At fixed Lz it falls as 1/A. At fixed A it grows with the vacuum, so more vacuum alone doesn't converge the raw energy.

Q: And the lateral interaction w?

A: For in-plane wave number k, the potential in the layer obeys ε⊥φ″ = ε∥k²φ, so its decay constant is κ = k√(ε∥/ε⊥). Define Y = −ε⊥φ′/φ just above the sheet. Since −ε⊥φ′ = D = 2πσ there, φ = 2πσ/Y and

w = 2π/Y.

In the vacuum φ is symmetric about Lz/2, so φ ∝ cosh[k(Lz/2 − z)]. At the surface z = d/2 the ratio −φ′/φ is

Y0 = k tanh[k(Lz − d)/2],

which becomes k for an isolated layer. Inside, let x = d/2 − z and φ = a cosh κx + b sinh κx. Then

−ε⊥ dφ/dz = ε⊥ dφ/dx = Yc(a sinh κx + b cosh κx), with Yc = ε⊥κ = k√(ε∥ε⊥).

Continuity of φ and D at x = 0 requires Yc b = Y0 a. Taking the ratio at x = d/2, with t = tanh(κd/2), gives

Y = Yc(at + b)/(a + bt) = Yc(Y0 + Yc t)/(Yc + Y0 t).

This w enters S, and its isolated form enters E_iso.

Q: Put in numbers for a material I would use.

A: Take a free-standing monolayer in the rough regime of MoS2: d = 0.62 nm, ε∥ = 15, ε⊥ = 6, and a hexagonal 6×6 cell with lattice constant 0.316 nm. Its side is L = 1.896 nm and its area A = 3.113 nm². Let Lz = 2 nm. The trapped hole assumed by the correction has f(g) = exp(−g²s²/2) with s = 0.15 nm.

Here u = 0.69 and u³ = 0.3285, so

E0 = (π × 1.440/3.113)(2/6)[0.3285 + 0.6715/6] = 1.453 × 0.3333 × 0.4404 = 0.213 eV.

Summing S over reciprocal vectors gives 0.289 eV, and numerical quadrature gives E_iso = 0.699 eV. Thus

R = 0.699 − 0.289 = 0.41 eV (15 mHa),
C = 0.41 − 0.21 = 0.20 eV.

For a band hole the raw error is 0.21 eV and the "corrected" error is 0.41 eV, 1.9 times as large.

Q: What would I see in the transition level?

A: Let E_V be the band edge, taken here as the state that was emptied. With total error δ, the formation energy of the positive state is

F(+) = F(0) + E_F − E_V + δ.

The (+/0) level is the Fermi energy E_F at which F(+) = F(0), so it appears at E_V − δ. For a hole merely placed in the band, δ should vanish and the level should coincide with the edge, which says that no hole has been bound. The raw calculation puts it 0.21 eV below the edge and the corrected one 0.41 eV below. Neither depth is a property of the defect.

Q: I could use more vacuum.

A: Keep the 6×6 cell fixed and vary Lz. Energies are in eV:

Lz = 1.5 nm: E0 = 0.12, R = 0.41, C = +0.29
Lz = 2.0 nm: E0 = 0.21, R = 0.41, C = +0.20
Lz = 3.0 nm: E0 = 0.42, R = 0.41, C = −0.01
Lz = 5.0 nm: E0 = 0.88, R = 0.41, C = −0.47

R hardly moves because the lateral waves largely decay before they reach the next layer, and the in-plane screening of the layers suppresses most of what remains. E0 grows, and the two errors are equal at Lz = 2.9 nm. Above that height, in this cell, the correction lowers the total error but still leaves 0.41 eV. Near 3 nm C almost vanishes. That is harmless for a trapped hole, whose two errors cancel, but a band hole keeps an error of 0.42 eV. A small correction is therefore no sign of a converged cell.

Q: Does a wider cell remove R?

A: Slowly, and the route matters. First let the vacuum be thick compared with L. For small k, with Y0 = k,

Yc t ≈ ε∥k²d/2, and 1 + Y0t/Yc ≈ 1 + kd/(2ε⊥).

Therefore

Y ≈ (k + ε∥k²d/2)[1 − kd/(2ε⊥)] ≈ k + r0k², with r0 = (d/2)(ε∥ − 1/ε⊥).

Expanding again, w ≈ 2π/k − 2πr0. The first term is the bare Coulomb interaction. By dimensional scaling, its integral minus its lattice sum contributes ce²/L to R. The second term is constant. For a smooth, narrow hole the integral equals the full lattice sum up to negligible terms, but S omits g = 0, which leaves (e²/2A)(−2πr0). Hence

R ≈ e²(c/L − πr0/A), for L much larger than r0.

For a hexagonal cell c = 2.107, from the lattice sum of 1/|R| with its uniform background removed by analytic continuation. Our layer has r0 = 4.6 nm. At L = 200 nm, with s = 1 nm and unlimited vacuum, the law gives 14.57 meV and the direct sum 14.59 meV. The 6×6 cell is far outside this regime.

Now hold Lz = 2 nm while L grows. For waves longer than the spacing between layers, Y0 ≈ k²(Lz − d)/2, so

Y ≈ bk², with b = (Lz − d + ε∥d)/2 = 5.34 nm.

The stacked images now act together. The long-wave part of S becomes (e²/2b)∫dk/k, with lower limit of order 1/L, and grows as (e²/2b) ln L, or 0.135 eV for each factor of 2.718 in L. E_iso stays fixed, so R falls and must eventually turn negative.

From the 24×24 to the 96×96 cell, L grows fourfold and this estimate predicts a fall of 0.135 × ln 4 = 0.19 eV. The full sum falls from 0.198 to 0.009 eV. Meanwhile E0 falls from 0.013 to 0.001 eV. At both sizes the correction still harms a band hole.

If the cell keeps its proportions, Lz = L, then R falls from 0.41 eV at 6×6 to 0.30, 0.21 and 0.08 eV at 12×12, 24×24 and 96×96.

Q: All this assumes that a band hole really is uniform. A defect scatters the band states, and the electrons respond.

A: That can be tested in a small self-consistent model. Take a square lattice with spacing 0.3 nm and one spinless electron per site. Each site has an s orbital at zero energy and two p orbitals at 14 eV. Neighbouring s orbitals are coupled by +0.5 eV, and s and p by 3 eV with opposite signs in opposite directions. The electrons interact through their Hartree potential, with site charges smeared by s = 0.3 nm and the Coulomb energy summed over three-dimensional reciprocal vectors.

One defect raises an s level by 8 eV and cuts its coupling to the p orbitals, which makes a deep gap state. The other lowers an s level by 3 eV, so the highest occupied state belongs to the host band.

For the correction, the lattice is a thin polarizable sheet, Y = Y0 + r0k². Its r0 = 0.07 nm comes from the band polarizability, not from a fit to the supercells.

For the deep state, three cells with Lz = 2 nm and 6×6, 8×8 and 10×10 sites, and a 6×6 cell with Lz = 4 nm, give raw ionisation energies that spread over 0.46 eV. After C the spread is 0.003 eV. The localised correction works where its assumption holds.

For the band state, compare E(N−1) − E(N) + ε(0) with E0, both in eV:

6×6, Lz = 2 nm: 0.466 against 0.465; after C, 1.36
8×8, Lz = 2 nm: 0.262 against 0.262; after C, 1.07
10×10, Lz = 2 nm: 0.168 against 0.168; after C, 0.86
6×6, Lz = 4 nm: 0.931 against 0.931; after C, 1.36

Scattering by this defect barely changes the uniform-hole result. The spurious energy is larger than in the MoS2-like layer, whose screening length is much longer.

Q: How do I tell the two cases apart in my own calculation?

A: Let p_i be the weight of the emptied state on site i, with Σp_i = 1, and compute the participation number

P = 1/Σ_i p_i².

It is 1 for a state on one site and equals the number of sites for a uniform state. The values below are for the highest occupied state of the neutral cell; a shallower level can spread once it is emptied, so P should be checked in the charged cell as well. In the lattice model the deep state has P = 1.02 in every cell. The band state has P = 35.5, 63.4 and 99.4 in cells of 36, 64 and 100 sites. The evidence is that P grows with the cell and stays close to the number of sites. Growth alone can mislead, because a weakly bound state wider than the cells also looks extended. In the same lattice without the Hartree term, an s level raised by 3 eV with its p coupling kept gives P = 20.5, 36.3 and 55.4 in these three cells, nearly in proportion, yet the state is bound by about 0.01 eV and P is only about 330 in a cell of 400×400 sites. For such an intermediate state neither limit holds: its actual f(g) must be used, or the cell enlarged until it fits.

If P grows in proportion to the cell and the hole density is also even across the cell, subtract E0 alone, or extrapolate the raw energy against 1/A at fixed Lz. The second condition matters: a standing wave also has P proportional to the cell, but its f(g) is large at some g ≠ 0, often the smallest g or twice it, so its S must be kept. In the 6×6 MoS2-like cell a fully modulated wave of this kind has S of 0.01 to 0.02 eV, small beside E0. In the MoS2-like layer at Lz = 2 nm, E0 falls from 0.213 to 0.053 eV when the side is doubled, as 1/A requires.

Within linear response, this accounts for the electrostatics of the state obtained. It doesn't show that the state is right. A semilocal functional can spread a hole that should be trapped, and no electrostatic correction will reveal that.

Q: How far can I trust 0.41 eV for a real monolayer?

A: As an estimate for these parameters. With the rest fixed, changing ε∥ to 12 or 18 moves R to 0.47 or 0.37 eV, and widening the reference hole to s = 0.25 nm gives 0.40 eV. Spreading the hole uniformly over 0.3 nm in height lowers E0 from 0.21 to 0.19 eV. An unscreened flat-sheet estimate of the atomic-scale ripple is 0.002 eV for site charges of Gaussian width 0.10 nm. It rises steeply for more compact charges, to 0.02 eV at 0.073 nm, so it should be evaluated for the orbital at hand.

One hole per cell is a density of 3.2 × 10¹³ cm⁻². If it is spread over many k-points, with mass 0.55 electron masses and two states per k, the band fills to a depth of πħ²/(mA) = 0.14 eV. The density of states is constant in such a band, so the hole lies on average half that depth, 0.07 eV, below the edge. These figures assume that no other valley is reached. In MoS2 the heavier valley at Γ can lie within that depth: a three-band tight-binding model with spin–orbit coupling puts it about 0.07 eV below the edge and gives a depth near 0.08 eV and a mean near 0.05 eV. This band-filling error is separate from E0 and also falls as 1/A. The force on a unit charge just outside the layer is 2πe²u/A = 2.0 eV/nm, which means a field of 2.0 V/nm, or 20 MV/cm, in the vacuum. Inside the layer the field is D/ε⊥, from 0.33 V/nm at the surface to 0.48 V/nm at the sheet. That is still large, so linear response is itself an assumption.

A transistor channel is not free-standing, and that changes R more. For a quick estimate, note that S omits the cell around g = 0. Replace that cell by a disc of equal area, with radius q = √(4π/A) = 2.01 nm⁻¹. With k/Y ≈ 1/(1 + r0k),

R ≈ (e²/2r0) ln(1 + r0q) = 0.36 eV,

against 0.41 eV from the full sum. Now put a dielectric of permittivity 4, a rough value for a common oxide, on both sides. Then Y0 = 4k, and the same expansion gives Y ≈ 4k + r′k² with r′ = (d/2)(ε∥ − 16/ε⊥) = 3.8 nm. The estimate becomes

R ≈ (e²/2r′) ln(1 + r′q/4) = 0.20 eV.

The full sum gives 0.24 eV. Such surroundings lower the spurious energy by roughly 40% if the supercell and the correction both include them. E0 falls faster, from 0.21 to 0.09 eV at Lz = 2 nm, so R/E0 rises from 1.9 to about 2.6. They don't make a trapped-hole correction suitable for a band hole.
